# Weibull Statistics of the First Hard Breakdown in Thin Oxides

**Definitions and assumptions**

An oxide is held under constant stress from $t=0$. A breakdown event is the sudden formation of a conducting spot. It is *hard* if it ends the useful life of the device and *soft* if the device goes on working. Let $N(t)$ be the number of events of either kind up to time $t$, $T_1$ the time of the first event, and $T_h$ the time of the first hard event. Three assumptions are made.

1. $N(t)$ is a Poisson process: numbers of events in separate time intervals are independent Poisson variables. Its mean is
$$H(t)=\left(\frac{t}{\eta}\right)^{\beta},\qquad \beta>0,\ \eta>0. \tag{1}$$
2. Each event is hard with the same probability $p$, $0<p\le 1$, independently of its time and of all other events.
3. A soft event changes neither the stress nor the rate of later events, and a soft spot never becomes hard.

A time $T$ has a Weibull law with slope $\beta$ and characteristic life $\eta$ if its survival probability is $P(T>t)=e^{-(t/\eta)^\beta}$. At $t=\eta$ a fraction $1-e^{-1}$, about 63 %, has failed. The claim is that $T_h$ has a Weibull law with the slope $\beta$ of $T_1$ and the characteristic life $\eta_h=\eta\,p^{-1/\beta}$.

**Why the events are Poisson**

Divide the oxide into $M$ small cells that break independently, each at most once. Let each be broken by time $t$ with probability $H(t)/M$. For two successive intervals with $a=H(t_1)$ and $b=H(t_2)-H(t_1)$, the probability of $n_1$ and then $n_2$ events is multinomial:
$$P(n_1,n_2)=\frac{M!}{n_1!\,n_2!\,(M-n_1-n_2)!}\,\frac{a^{n_1}b^{n_2}}{M^{n_1+n_2}}\left(1-\frac{a+b}{M}\right)^{M-n_1-n_2}. \tag{2}$$
Let $M\to\infty$ with $a,b,n_1,n_2$ fixed. The ratio $M!/[(M-n_1-n_2)!\,M^{n_1+n_2}]$ is a product of $n_1+n_2$ factors that each tend to 1, and the last bracket tends to $e^{-a-b}$. Hence
$$P(n_1,n_2)\to \frac{e^{-a}a^{n_1}}{n_1!}\;\frac{e^{-b}b^{n_2}}{n_2!}. \tag{3}$$
The counts are Poisson and independent, and the same limit works for any finite number of intervals. The power law (1) is an input here; its exponent reflects how defects build up within a cell.

No event by time $t$ means $N(t)=0$, so
$$P(T_1>t)=e^{-H(t)}=e^{-(t/\eta)^\beta}. \tag{4}$$

**The first hard event**

Given $N(t)=n$, all $n$ events are soft with probability $(1-p)^n$, by assumption 2. Summing over $n$ gives
$$P(T_h>t)=\sum_{n=0}^{\infty}e^{-H}\frac{H^n}{n!}(1-p)^n=e^{-H}e^{(1-p)H}=e^{-pH(t)}. \tag{5}$$
The factor $p$ can be absorbed into the time scale:
$$p\left(\frac{t}{\eta}\right)^{\beta}=\left(\frac{t}{\eta\,p^{-1/\beta}}\right)^{\beta}=\left(\frac{t}{\eta_h}\right)^{\beta},\qquad \eta_h=\eta\,p^{-1/\beta}. \tag{6}$$
This proves the claim. On a Weibull plot, taking two logarithms of (5) gives
$$\ln[-\ln P(T_h>t)]=\beta\ln t-\beta\ln\eta+\ln p. \tag{7}$$
The line for hard breakdown is parallel to that for first breakdown and lies lower by $|\ln p|$. Its horizontal shift is $|\ln p|/\beta$ in $\ln t$, so every percentile of life grows by the same factor $p^{-1/\beta}$. In other words, $T_h$ has the same distribution as $p^{-1/\beta}T_1$.

For $p=1$ the two laws coincide. For $p\to0$ the life diverges. At fixed $p$, a steep distribution gains little, because $p^{-1/\beta}\to1$ as $\beta\to\infty$: the events then crowd together in time, and a hard one follows soon after the first. If $H$ is proportional to area, (5) also says that the oxide behaves towards hard failure like one of area reduced by the factor $p$.

**Counting soft events**

The same result follows from the index $K$ of the first hard event. The first $K-1$ events are soft, so $P(K=k)=p(1-p)^{k-1}$, independently of the event times. The $k$-th event has occurred by $t$ if $N(t)\ge k$. Therefore
$$P(T_h\le t)=\sum_{k=1}^{\infty}p(1-p)^{k-1}\sum_{n=k}^{\infty}P(N=n)
=\sum_{n=1}^{\infty}P(N=n)\,[1-(1-p)^n]. \tag{8}$$
The order of summation was exchanged and the finite geometric sum over $k\le n$ carried out. The $n=0$ term may be added, since it vanishes, and (5) then gives $1-e^{-pH}$. The mean index is $\sum_{k\ge0}P(K>k)=\sum_{k\ge0}(1-p)^k=1/p$, so on average $(1-p)/p$ soft events precede the first hard one.

The joint probability of $h$ hard and $s$ soft events by time $t$ is
$$e^{-H}\frac{H^{h+s}}{(h+s)!}\,\frac{(h+s)!}{h!\,s!}\,p^h(1-p)^s
=\frac{e^{-pH}(pH)^h}{h!}\;\frac{e^{-(1-p)H}[(1-p)H]^s}{s!}. \tag{9}$$
It factorizes. The same holds in every time interval, and separate intervals are independent, so hard and soft events form two independent Poisson processes with means $pH$ and $(1-p)H$. A device without hard failure at $t$ thus carries $(1-p)H(t)$ soft spots on average.

**Where the result fails**

*At most one event.* If no further event can follow the first, hard failure requires that event to be hard, and $P(T_h\le t)=p(1-e^{-H})$. This saturates at $p$ and is not a Weibull law for $p<1$.

*A reset oxide.* Suppose each soft event returns the oxide to its fresh state. Then $T_h=X_1+\dots+X_K$, where the $X_j$ are independent copies of $T_1$ with mean $\mu$. Since $K$ is independent of them, the mean is $\mu\sum_jP(K\ge j)=\mu/p$. The mean life grows by $1/p$, not $p^{-1/\beta}$; the two agree for $\beta=1$, when the event rate is constant and resetting has no effect. For small $p$ the slope is lost too, on the time scale $\mu/p$ where most devices fail. With $f=E\,e^{-zpX/\mu}=1-pz+o(p)$,
$$E\,e^{-zpT_h/\mu}=\frac{pf}{1-(1-p)f}\to\frac{p}{p+pz}=\frac1{1+z}, \tag{10}$$
which is the transform of an exponential law, of slope 1. The early tail is not changed: for $t\ll\eta$ a second event is unlikely, so $P(T_h\le t)\approx pH(t)$ as in (5), with slope $\beta$ and factor $p^{-1/\beta}$. For $\beta=1.4$ and $p=0.1$ the local slope is 1.38 at 1 % failed and 1.03 at 63 % failed.

*A drifting hard probability.* Let $p(t)=p\,(t/\eta_h)^d$ with $d\ge0$, over times for which $p(t)\le1$. In a short interval the hard count is Poisson with mean $p(t)\,dH$, by (9). Independent Poisson counts add to a Poisson count, so the mean number of hard events is
$$\int_0^t p\left(\frac{s}{\eta_h}\right)^{d}\frac{\beta s^{\beta-1}}{\eta^\beta}\,ds=\frac{\beta}{\beta+d}\left(\frac{t}{\eta_h}\right)^{\beta+d}, \tag{11}$$
where $p/\eta^\beta=\eta_h^{-\beta}$ was used. The slope becomes $\beta+d$. Setting (11) to 1 gives the characteristic life $\eta_h(1+d/\beta)^{1/(\beta+d)}$.

**A thin gate oxide**

Take a silicon dioxide capacitor 2.4 nm thick, of area $10^{-6}$ cm², stressed at 3.3 V and 398 K, with $\beta=1.4$, $\eta=1000$ s and $p=0.1$. Then
$$p^{-1/\beta}=10^{1/1.4}=5.18,\qquad \eta_h=5.18\times1000\ \mathrm{s}=5180\ \mathrm{s}=1.44\ \mathrm{h}. \tag{12}$$
The Weibull line drops by $|\ln p|=2.30$. The time by which a fraction $q$ has failed is $\eta[-\ln(1-q)]^{1/\beta}$ for first events. For $q=1$ % this is 37.4 s, against 194 s for hard breakdown; for $q=0.01$ % the times are 1.39 s and 7.20 s. Nine soft events precede the first hard one on average. At 2000 s the surviving devices carry $0.9\times2^{1.4}=2.38$ soft spots on average.

These laws were tested by drawing successive events for 200 000 simulated devices until each had a hard one. Fits of a Weibull law gave slopes of 1.401 for first events and 1.398 for hard ones, with lives of 999 s and 5177 s. Survivors at 2000 s carried 2.38 soft spots on average. With the oxide reset after each soft event, the mean life grew tenfold and the fitted slope fell to 1.05, as (10) leads one to expect. For a drift $d=0.2$, direct integration gives a slope of 1.6 and a life of 5630 s.

**Effects left out**

*Finite number of cells.* For finite $M$ the sum in (5) uses binomial weights and equals $(1-pH/M)^M$. Expanding the logarithm,
$$-\ln P(T_h>t)=pH+\frac{(pH)^2}{2M}+\dots \tag{13}$$
Cells of 1 nm² give $M=10^8$, and the correction at $\eta_h$ is $5\times10^{-9}$ beside 1.

*Voltage lost to soft spots.* Let each soft spot draw a current through a series resistance and so lower the oxide voltage $V$ by $\delta V$. Let life scale as $V^{-n}$, let damage advance at the rate set by the instantaneous voltage, and hold $p$ fixed. If $s$ is the time that would produce the same damage at the full voltage, then with $k(s)$ soft spots present
$$dt=\left(1-\frac{k\,\delta V}{V}\right)^{-n}ds\approx\left(1+\frac{nk\,\delta V}{V}\right)ds. \tag{14}$$
In the variable $s$ the original model holds. Since soft and hard events are independent, $k(s)$ has mean $(1-p)(s/\eta)^\beta$ for any given $T_h>s$. The mean added time for given $T_h$ is therefore
$$\frac{n\,\delta V}{V}(1-p)\int_0^{T_h}\left(\frac{s}{\eta}\right)^\beta ds=\frac{n\,\delta V}{V}\,\frac{(1-p)\,T_h^{\beta+1}}{(\beta+1)\,\eta^\beta}. \tag{15}$$
To average it, note that $u=(T_h/\eta_h)^\beta$ has survival probability $e^{-u}$, so $E\,T_h^m=\eta_h^m\,\Gamma(1+m/\beta)$. For $m=\beta+1$ the gamma function is $\Gamma(2+1/\beta)=\frac{\beta+1}{\beta}\Gamma(1+1/\beta)$. Dividing by the mean life $\eta_h\Gamma(1+1/\beta)$ and using $(\eta_h/\eta)^\beta=1/p$ gives the relative gain
$$\frac{\Delta\overline{T}_h}{\overline{T}_h}\approx\frac{n\,\delta V}{V}\,\frac{1-p}{p\,\beta}. \tag{16}$$
For 10 µA per spot and 100 ohm, $\delta V=1$ mV. With $n=40$ the gain is $(40\times0.001/3.3)\times0.9/0.14=7.8$ %. The simulation with the full power in (14) gives 8.7 %; it must exceed the first-order value for the same events, because $(1-x)^{-n}\ge1+nx$ for $0\le x<1$. By (15) the relative stretch grows as $T_h^\beta$, so late failures are delayed more than early ones. The distribution widens, and its fitted slope falls from 1.40 to 1.29.

*Soft spots that harden.* Let a soft spot become hard after an exponentially distributed delay of mean $\tau$. A spot born at $s$ has hardened by $t$ with probability $1-e^{-(t-s)/\tau}$. Selecting soft events with this probability again leaves a Poisson count, independent of the events that are hard at birth. The exponent becomes
$$-\ln P(\text{no hard spot by }t)=pH(t)+(1-p)\int_0^t H'(s)\left[1-e^{-(t-s)/\tau}\right]ds. \tag{17}$$
For $t\ll\tau$ the bracket is $(t-s)/\tau$. Integration by parts then turns the second term into $(1-p)\,t^{\beta+1}/[(\beta+1)\,\tau\,\eta^\beta]$. This rises faster than $t^\beta$, so hardening steepens the plot as well as shortening life. At the new characteristic life the numbers are:

- $\tau=10^6$ s: life 5110 s, local slope 1.42;
- $\tau=10^5$ s: life 4630 s, local slope 1.54;
- $\tau=10^4$ s: life 3090 s, local slope 1.87.

For $\tau=10^5$ s, (17) gives a survival of 0.304 at $t=\eta_h$, and the simulation 0.302; without hardening it would be $e^{-1}=0.368$.

*Differences between devices.* Let the time scale of each device be multiplied by a random factor $e^{\sigma z}$, with $z$ a standard normal variable independent of the event sequence. Since $T_h$ is distributed as $p^{-1/\beta}T_1$, multiplying both by such a factor keeps every percentile ratio at $p^{-1/\beta}$. The slope does change. From $E\,u^m=\Gamma(1+m)$, the variance of $\ln u$ is the second derivative of $\ln\Gamma(1+m)$ at $m=0$, which is $\pi^2/6$. Hence
$$\operatorname{var}(\ln T_h)=\frac{\pi^2}{6\beta^2}+\sigma^2. \tag{18}$$
A thickness spread of 0.02 nm, with one decade of life per 0.2 nm, gives $\sigma=0.1\ln10=0.23$. The Weibull slope that would have the variance (18) is 1.36. The simulated ratio of medians is 5.17, against 5.18 from (12). The $\beta$ in $p^{-1/\beta}$ is the slope within one device, here taken to be the same for all devices, not the apparent slope of the mixed population. If $\beta$ were instead proportional to thickness, this spread would change the ratio by less than 1 % between the 0.01 % and 95 % points.

*Common shifts.* An assumed tunnelling current density of 30 A/cm² drops $30\ \mu\mathrm{A}\times100\ \mathrm{ohm}=3$ mV and lengthens life by 3.7 %. This density is uncertain by about an order of magnitude either way. A tunnelling estimate for a metal-like emitter, with a barrier of 3.15 eV above the Fermi level, an effective mass of 0.4 electron masses and all 3.3 V across the oxide, gives 5 to 7 A/cm². In silicon the barrier is counted from the conduction-band edge, and at this field the electrons lie in surface subbands about 0.4 eV above it, which raises the current more than tenfold; a smaller oxide voltage or a larger oxide mass lowers it again. For drops of a few millivolts the effect is nearly proportional to the density. With an activation energy of 0.6 eV, an oxide 1 K warmer lives 4.3 % less. Both effects multiply $\eta$ and $\eta_h$ alike if $\beta$ and $p$ stay fixed.

**Comparison with real oxides**

The parameters are rough values for the regime of thin silicon dioxide gates, not data from one device. The nominal field, voltage over thickness, is 13.75 MV/cm; it ignores the flat-band voltage and the depletion of the electrodes. It belongs to accelerated stress and lies far above normal operating fields. The value of $p$ is specific to the test conditions, since it depends on the voltage, on the current the circuit can supply, and on the current level chosen to define a hard failure. Assumption 3 can fail, because soft spots in thin oxides can grow progressively. Over the delays considered here this lowers the characteristic life by between 1 % and 40 % relative to (12). As far as hardening alone is concerned, the factor 5.18 is usable for this example when the growth delay is long compared with $(1-p)\eta_h/[p(\beta+1)]\approx2\times10^4$ s, the delay for which the short-time hardening term found after (17) equals 1 at $t=\eta_h$. An error below 5 % needs a delay about 13 times this value, and an error below 1 % about 70 times. This criterion refers to the characteristic life; earlier percentiles are affected less and later ones more. For $\tau=10^5$ s the factor is 5.15 at 1 % failed, 4.63 at the characteristic life and 4.01 at 99 % failed. The factor may not be carried to another voltage without finding $p$ and $\beta$ there.

## Computed values

```
Oxide thickness: 2.4 nm
Stress voltage: 3.3 V
Nominal field, voltage/thickness: 13.75 MV/cm
Temperature: 398 K
Area: 1e-06 cm2
Weibull slope beta: 1.4
First-event characteristic life eta: 1000 s
Hard probability p: 0.1
Life factor p^(-1/beta): 5.179
First-hard characteristic life eta_h: 5179 s
The same life: 1.439 h
Downward shift of Weibull line, |ln p|: 2.303
Time to 0.01 % failed, first event / first hard: 1.39 / 7.197 s
Time to 1 % failed, first event / first hard: 37.41 / 193.8 s
Mean soft events before first hard: 9
Simulated devices: 200000
Simulated soft events before first hard: 8.992
Fitted slope, first event: 1.401
Fitted slope, first hard: 1.398
Fitted life, first event: 999.3 s
Fitted life, first hard: 5177 s
Time at which soft spots are counted: 2000 s
Soft spots on survivors, formula: 2.375
Soft spots on survivors, simulated: 2.38
One event only: simulated final hard fraction: 0.1002
Reset oxide: simulated mean-life ratio: 10
Reset oxide: fitted slope: 1.053
Drift power d of hard probability: 0.2
Drift: slope: 1.6
Drift: characteristic life: 5630 s
Number of cells of 1 nm2: 1e+08
Finite-cell addition to -ln S at eta_h: 5e-09
Voltage power n of life: 40
Series resistance: 100 ohm
Current per soft spot: 10 uA
Voltage drop per soft spot: 1 mV
Soft-spot drop: mean-life gain, first order: 7.792 %
Soft-spot drop: mean-life gain, simulated: 8.702 %
Soft-spot drop: fitted slope: 1.288
Soft-spot drop: fitted characteristic life: 5554 s
Growth delay 1e+04 s: life 3090 s, local slope 1.870
Growth delay 1e+05 s: life 4627 s, local slope 1.544
Growth delay 1e+06 s: life 5110 s, local slope 1.419
Survival at eta_h, delay 1e5 s, formula: 0.3038
Survival at eta_h, delay 1e5 s, simulated: 0.3019
Thickness spread between devices: 0.02 nm
Thickness change per decade of life: 0.2 nm
Thickness spread: sigma of ln life: 0.2303
Thickness spread: apparent slope from log variance: 1.358
Thickness spread: simulated median ratio: 5.171
Tunnelling current density: 30 A/cm2
Tunnelling: constant voltage drop: 3 mV
Tunnelling: common life gain: 3.705 %
Activation energy of life: 0.6 eV
Life loss for 1 K warmer oxide: 4.29 %
```
